**Variational exciton binding in a quantum well with infinite barriers**

The program tests the formula $B(L)=\max_q[2q/(1+s(qL))-q^2/4]$, where $L$ is the well width, $q=2/\lambda$ for the trial factor $e^{-r/\lambda}$, and $s(x)=-d\ln g/d\ln x$ is the logarithmic slope of the subband form factor $g$. Lengths are in exciton Bohr radii and energies in exciton Rydbergs. It asserts that the formula agrees with direct integration of the full Hamiltonian at two mass ratios, and that the pair density and form factor agree with their definitions. It also asserts, on numerical grids, that $s$ rises and $B$ falls with increasing argument, and it compares the leading corrections in narrow and wide wells with their predicted values. A Gaussian expansion is asserted to reach at least the one-parameter binding, within a small basis tolerance, and to stay below the upper bound $\min(4,1+\pi^2/L^2)$. The output shows $B$ falling from 3.94 at $L=0.01$ to 1.001 at $L=100$, while the product of subband functions and an in-plane exponential falls to 0.13. For the listed widths up to $L=1$ the product is slightly better. The worked example, a 10 nm well with round model parameters, gives 2.07 Rydbergs or 11.7 meV, and 12.4 meV with the Gaussian expansion.

## Check in Python

```python
# Exciton in a quantum well of width L with infinite barriers.
# Units: exciton Bohr radius a* (length), exciton Rydberg Ry* (energy).
# Trial function f(ze) f(zh) exp(-r/lam), f = lowest subband function,
# r^2 = rho^2 + (ze-zh)^2, q = 2/lam.  Result under test:
#   B(L) = max_q [ 2q/(1+s(qL)) - q^2/4 ],  s(x) = -dln g/dln x,
# g = subband form factor.  B falls from 4 (L->0) to 1 (L->infinity).
# The product f f exp(-rho/lam) is compared: it falls to 0 instead.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar, brentq
from scipy.special import erfcx

pi = np.pi


def unit_gauss(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return (x + 1) / 2, w / 2


def pair_density(u):
    """L*F(z) at u = |z|/L: distribution of the electron-hole distance in z."""
    return ((1 - u) * (1 + np.cos(2 * pi * u) / 2)
            + 3 * np.sin(2 * pi * u) / (4 * pi))


X = sp.symbols("x", positive=True)
G_SYM = (3 * X + 8 * sp.pi**2 / X - 32 * sp.pi**4 * (1 - sp.exp(-X))
         / (X**2 * (X**2 + 4 * sp.pi**2))) / (X**2 + 4 * sp.pi**2)
form_factor = sp.lambdify(X, G_SYM, "numpy")
form_slope = sp.lambdify(X, sp.diff(G_SYM, X), "numpy")


def log_slope(x):
    return -x * form_slope(x) / form_factor(x)


def binding_at(q, L):
    return 2 * q / (1 + log_slope(q * L)) - q**2 / 4


def maximize(func, grid):
    values = np.array([func(v) for v in grid])
    k = int(np.argmax(values))
    assert 0 < k < len(grid) - 1
    res = minimize_scalar(lambda v: -func(v), method="bounded",
                          bounds=(grid[k - 1], grid[k + 1]),
                          options={"xatol": 1e-10})
    return res.x, -res.fun


def binding(L):
    """Optimal q and binding energy of the correlated trial function."""
    return maximize(lambda q: binding_at(q, L), np.linspace(0.2, 8.2, 201))


# nodes in u = |z|/L, crowded near zero, with the pair density as weight
t_node, t_weight = unit_gauss(200)
u_node = t_node**3
u_weight = 2 * pair_density(u_node) * 3 * t_node**2 * t_weight
theta = pi / 2 * t_node**2
theta_weight = pi * t_node * t_weight


def product_binding(L):
    """Binding energy of the product f f exp(-rho/lam)."""
    def value(lam):
        x = 2 * L * np.tan(theta) / lam
        g = np.exp(-np.outer(x, u_node)) @ u_weight
        return 4 / lam * np.sum(theta_weight * np.cos(theta) * g) - 1 / lam**2
    return maximize(value, np.geomspace(0.3, 40, 60))


def gaussian_binding(L, z_exponents):
    """Best f f phi(rho,z), phi a sum of exp(-a rho^2 - b z^2)."""
    a = 0.01 * 2.8**np.arange(15)
    b = np.array(z_exponents, dtype=float)
    z = L * u_node
    p = a[:, None] + a[None, :]
    bs = b[:, None] + b[None, :]
    ez = np.exp(-bs[:, :, None] * z**2) * u_weight
    m0, m2 = ez.sum(axis=2), (ez * z**2).sum(axis=2)
    coul = erfcx(np.sqrt(p)[:, :, None] * z)
    S = np.einsum("ij,kl->ikjl", pi / p, m0)
    H = np.einsum("ij,kl->ikjl", 4 * np.outer(a, a) * pi / p**2, m0)
    H += np.einsum("ij,kl->ikjl", pi / p, 4 * np.outer(b, b) * m2)
    H -= 2 * np.einsum("ij,ijn,kln->ikjl", pi**1.5 / np.sqrt(p), coul, ez,
                       optimize=True)
    n = len(a) * len(b)
    S, H = S.reshape(n, n), H.reshape(n, n)
    d = 1 / np.sqrt(np.diag(S))
    S, H = S * np.outer(d, d), H * np.outer(d, d)
    val, vec = eigh(S)
    keep = val > 1e-8
    Y = vec[:, keep] / np.sqrt(val[keep])
    return -eigh(Y.T @ H @ Y, eigvals_only=True)[0]


Z_EXP = np.concatenate(([0.0], 0.05 * 4.0**np.arange(8)))


def direct_binding(L, lam, we):
    """Full Hamiltonian, numerical gradients; we = mu/m_e, 1-we = mu/m_h."""
    x, w = unit_gauss(30)
    y, wy = np.polynomial.laguerre.laggauss(24)
    A, C, T = np.meshgrid(x, x, y, indexing="ij")
    W = (w[:, None, None] * w[None, :, None] * (wy * np.exp(y))
         * L**2 * A * lam / 2)

    def psi(rho, ze, zh):
        return (np.cos(pi * ze / L) * np.cos(pi * zh / L)
                * np.exp(-np.sqrt(rho**2 + (ze - zh)**2) / lam))
    h, norm, energy = 1e-5, 0.0, 0.0
    first, second = L * (A - 0.5), L * (A * C - 0.5)
    for ze, zh in ((first, second), (second, first)):
        z, t = np.abs(ze - zh), lam * T / 2
        r, rho = z + t, np.sqrt(t * (t + 2 * z))
        de = (psi(rho, ze + h, zh) - psi(rho, ze - h, zh)) / (2 * h)
        dh = (psi(rho, ze, zh + h) - psi(rho, ze, zh - h)) / (2 * h)
        dr = (psi(rho + h, ze, zh) - psi(rho - h, ze, zh)) / (2 * h)
        p2 = psi(rho, ze, zh)**2
        norm += np.sum(W * r * p2)
        energy += np.sum(W * r * (we * de**2 + (1 - we) * dh**2 + dr**2
                                  - 2 * p2 / r))
    return pi**2 / L**2 - energy / norm


# --- pair density and form factor from their definitions
xg, wg = unit_gauss(60)
for u in (0.0, 0.2, 0.55, 0.9):
    pos = (1 - u) * xg
    overlap = (1 - u) * np.sum(wg * 4 * np.sin(pi * pos)**2
                               * np.sin(pi * (pos + u))**2)
    assert abs(overlap - pair_density(u)) < 1e-12
PA, PC = np.meshgrid(xg, xg, indexing="ij")
dens = 4 * np.sin(pi * PA)**2 * np.sin(pi * PA * PC)**2
for x in (0.5, 3.0, 20.0):
    double = 2 * np.sum(np.outer(wg, wg) * PA * dens
                        * np.exp(-x * PA * (1 - PC)))
    assert abs(double - form_factor(x)) < 1e-10

# --- binding formula against the full Hamiltonian, two mass ratios
direct_rows = []
for L, lam in ((0.5, 0.6), (2.0, 0.9)):
    formula = binding_at(2 / lam, L)
    for we in (0.6, 0.9):
        full = direct_binding(L, lam, we)
        direct_rows.append((L, lam, we, full, formula))
        assert abs(full - formula) < 2e-5

# --- slope and log-concavity of the pair density, monotonic s and B
uu = np.linspace(0.01, 0.97, 300)
v = pi * (1 - uu)
slope = (pair_density(uu + 1e-5) - pair_density(uu - 1e-5)) / 2e-5
assert np.max(np.abs(slope + 2 * np.sin(v) * (np.sin(v) - v * np.cos(v)))) < 1e-7
assert np.all(np.diff(np.log(pair_density(uu)), 2) < 0)
s_grid = log_slope(np.geomspace(0.01, 300, 400))
assert np.all(np.diff(s_grid) > 0) and s_grid[0] > 0 and s_grid[-1] < 1
B_grid = np.array([binding(L)[1] for L in np.geomspace(0.003, 100, 40)])
assert np.all(np.diff(B_grid) < 0) and B_grid[0] < 4 and B_grid[-1] > 1

# --- limits and leading corrections
mean_sep = 1 / 3 - 5 / (4 * pi**2)
assert abs(np.sum(u_weight * u_node) - mean_sep) < 1e-10
narrow = (4 - binding(1e-3)[1]) / 1e-3
wide = (binding(100.0)[1] - 1) * 100.0**2
assert abs(narrow / (32 * mean_sep) - 1) < 0.01
assert abs(wide / (2 * pi**2 / 3) - 1) < 0.01

# --- table, and failure of the product for wide wells
table = []
for L in (0.01, 0.1, 0.3, 1.0, 2.0, 3.0, 5.0, 10.0, 30.0, 100.0):
    q, B = binding(L)
    lam_p, Bp = product_binding(L)
    table.append((L, 2 / q, B, lam_p, Bp))
    if L >= 3:
        assert B > Bp
assert abs(table[0][4] - 4) < 0.1 and table[-1][4] < 0.2

# --- Gaussian optimization; 2e-3 allows for the finite Gaussian basis
gauss_rows = []
for L in (0.1, 1.0, 3.0, 10.0):
    B, Bp = binding(L)[1], product_binding(L)[1]
    best_prod = gaussian_binding(L, [0.0])
    best_env = gaussian_binding(L, Z_EXP)
    upper = min(4.0, 1 + pi**2 / L**2)
    assert best_prod > Bp - 2e-3 and best_env > B - 2e-3
    assert best_env > best_prod - 1e-6 and best_env < upper
    gauss_rows.append((L, B, best_env, best_prod, upper))

# --- worked example with round model parameters
m_e, m_h, eps, width_nm = 0.10, 0.15, 12.0, 10.0
mu = m_e * m_h / (m_e + m_h)
ry = const.physical_constants["Rydberg constant times hc in eV"][0]
ry_meV = 1e3 * ry * mu / eps**2
a_nm = 1e9 * const.physical_constants["Bohr radius"][0] * eps / mu
Lx = width_nm / a_nm
conf = [1e3 * (const.hbar * pi / (width_nm * 1e-9))**2
        / (2 * m * const.m_e) / const.e for m in (m_e, m_h)]
assert abs(sum(conf) / (ry_meV * pi**2 / Lx**2) - 1) < 1e-6
qx, Bx = binding(Lx)
env_x = gaussian_binding(Lx, Z_EXP)
assert env_x > Bx - 2e-3
L_two = brentq(lambda L: binding(L)[1] - 2, 0.1, 10)

print("Full Hamiltonian against formula (B in Ry*, L and lam in a*)")
for L, lam, we, full, formula in direct_rows:
    print(f"  L={L:.1f} lam={lam:.1f} mu/m_e={we:.1f}:"
          f" full {full:.5f}  formula {formula:.5f}")
print("L [a*] | lam [a*], B [Ry*] correlated | lam, B product")
for L, lam, B, lam_p, Bp in table:
    print(f"  {L:6.2f} | {lam:.4f} {B:.4f} | {lam_p:.4f} {Bp:.4f}")
print("L [a*] | B [Ry*]: one-parameter, Gaussian envelope,"
      " Gaussian product, upper bound")
for L, B, env, prod, upper in gauss_rows:
    print(f"  {L:5.1f} | {B:.4f} {env:.4f} {prod:.4f} {upper:.4f}")
print(f"Mean |ze-zh|/L without Coulomb force: {mean_sep:.5f}")
print(f"(4-B)/L at L=0.001: {narrow:.4f}; predicted {32*mean_sep:.4f} Ry*/a*")
print(f"(B-1)L^2 at L=100: {wide:.4f}; predicted {2*pi**2/3:.4f} Ry* a*^2")
print(f"Width at which B = 2 Ry*: {L_two:.4f} a*")
print(f"Example: m_e={m_e:.2f}, m_h={m_h:.2f}, mu={mu:.3f} free masses,"
      f" eps={eps:.0f}, L={width_nm:.0f} nm")
print(f"  Ry* = {ry_meV:.4f} meV, a* = {a_nm:.4f} nm, L/a* = {Lx:.4f}")
print(f"  subband energies: electron {conf[0]:.3f}, hole {conf[1]:.3f} meV")
print(f"  optimal q = {qx:.4f} 1/a*, lam = {2/qx:.4f} a*"
      f" = {2/qx*a_nm:.3f} nm")
print(f"  x = qL = {qx*Lx:.4f}, g = {form_factor(qx*Lx):.4f},"
      f" s = {log_slope(qx*Lx):.4f}")
print(f"  Coulomb part {2*qx/(1+log_slope(qx*Lx)):.4f},"
      f" kinetic part {qx**2/4:.4f} Ry*")
print(f"  B = {Bx:.4f} Ry* = {Bx*ry_meV:.3f} meV")
print(f"  Gaussian envelope: B = {env_x:.4f} Ry* = {env_x*ry_meV:.3f} meV")
print(f"  exciton energy above the bulk gap: {sum(conf)-Bx*ry_meV:.3f} meV")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Full Hamiltonian against formula (B in Ry*, L and lam in a*)
  L=0.5 lam=0.6 mu/m_e=0.6: full 2.39885  formula 2.39885
  L=0.5 lam=0.6 mu/m_e=0.9: full 2.39885  formula 2.39885
  L=2.0 lam=0.9 mu/m_e=0.6: full 1.57680  formula 1.57680
  L=2.0 lam=0.9 mu/m_e=0.9: full 1.57680  formula 1.57680
L [a*] | lam [a*], B [Ry*] correlated | lam, B product
    0.01 | 0.5081 3.9357 | 0.5079 3.9369
    0.10 | 0.5706 3.4819 | 0.5656 3.5092
    0.30 | 0.6709 2.8841 | 0.6595 2.9423
    1.00 | 0.8656 2.0308 | 0.8778 2.0655
    2.00 | 0.9886 1.5884 | 1.0929 1.5482
    3.00 | 1.0371 1.3815 | 1.2625 1.2726
    5.00 | 1.0522 1.1920 | 1.5358 0.9682
   10.00 | 1.0256 1.0598 | 2.0464 0.6407
   30.00 | 1.0035 1.0072 | 3.3440 0.3069
  100.00 | 1.0003 1.0007 | 5.9136 0.1256
L [a*] | B [Ry*]: one-parameter, Gaussian envelope, Gaussian product, upper bound
    0.1 | 3.4819 3.5231 3.5221 4.0000
    1.0 | 2.0308 2.1377 2.1054 4.0000
    3.0 | 1.3815 1.4287 1.3048 2.0966
   10.0 | 1.0598 1.0622 0.6578 1.0987
Mean |ze-zh|/L without Coulomb force: 0.20668
(4-B)/L at L=0.001: 6.5946; predicted 6.6138 Ry*/a*
(B-1)L^2 at L=100: 6.5723; predicted 6.5797 Ry* a*^2
Width at which B = 2 Ry*: 1.0455 a*
Example: m_e=0.10, m_h=0.15, mu=0.060 free masses, eps=12, L=10 nm
  Ry* = 5.6690 meV, a* = 10.5835 nm, L/a* = 0.9449
  subband energies: electron 37.603, hole 25.069 meV
  optimal q = 2.3393 1/a*, lam = 0.8550 a* = 9.049 nm
  x = qL = 2.2103, g = 0.6660, s = 0.3606
  Coulomb part 3.4385, kinetic part 1.3680 Ry*
  B = 2.0705 Ry* = 11.738 meV
  Gaussian envelope: B = 2.1789 Ry* = 12.352 meV
  exciton energy above the bulk gap: 50.934 meV
ALL CHECKS PASSED
```
